# Why the J = 5/2 level of He⁻ 1s2s2p ⁴P lives longest: a program that tests the result

```python
# Result under test: the J=5/2 level of a 1s2s2p 4P term decays to 1s^2 + electron
# only by the spin-spin tensor and an f wave (first order in Breit-Pauli), with
#   Gamma = (9 pi/10) alpha^4 (D - 5 X/3)^2 ,
#   D = int P_f P_2p r^-3 [int_0^r P_1s P_2s],  X = int P_f P_2s r^-4 [int_0^r s P_1s P_2p],
# while J=1/2 and 3/2 emit a p wave and also borrow Coulomb decay from 1s2s2p 2P.
# P = r * radial function; continuum waves are normalized per unit energy.
# Hartree atomic units; Z = nuclear charge; alpha = fine-structure constant.
# Model potential of all orbitals: V(r) = -(exp(-2r) + exp(-screen*r))/r.
import itertools
from math import factorial
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, eval_legendre, spherical_jn, spherical_yn
from sympy.physics.wigner import wigner_6j

ALPHA = const.fine_structure
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
TIME_AU = const.physical_constants["atomic unit of time"][0]
Z = 2.0
ENERGY = 0.7

# ---------- radial grid: Gauss points in elements, with running integrals ----------
edges = np.array([0, .4, 1, 2, 3, 4.5, 6, 8, 10, 13, 16, 20, 24, 28, 33, 38, 44,
                  50, 57, 64, 72, 80, 90, 100, 110], float)
NP = 12
xg, wg = np.polynomial.legendre.leggauss(NP)
local = np.outer(xg + 1, wg / 2)
for n in range(1, NP):
    step = eval_legendre(n + 1, xg) - eval_legendre(n - 1, xg)
    local += np.outer(step, wg / 2 * eval_legendre(n, xg))
half = np.diff(edges) / 2
r = np.concatenate([edges[e] + half[e] * (xg + 1) for e in range(len(half))])
w = np.concatenate([h * wg for h in half])
NR = len(r)
running = np.zeros((NR, NR))          # running @ f = integral of f from 0 to r
for e, h in enumerate(half):
    rows = slice(e * NP, (e + 1) * NP)
    running[rows, :e * NP] = w[:e * NP]
    running[rows, rows] = h * local


def potential(radius, screen):
    return -(np.exp(-2 * radius) + np.exp(-screen * radius)) / radius


def discrete_states(l, screen, size=28, lam=0.8):
    """Energies, g and g' with P = r^(l+1) g, in a Laguerre basis."""
    g, dg = [], []
    for i in range(size):
        poly = eval_genlaguerre(i, 2 * l + 2, 2 * lam * r)
        dpoly = -eval_genlaguerre(i - 1, 2 * l + 3, 2 * lam * r) if i else 0 * r
        gi = poly * np.exp(-lam * r)
        dgi = 2 * lam * dpoly * np.exp(-lam * r) - lam * gi
        norm = np.sqrt(np.sum(w * (r**(l + 1) * gi)**2))
        g.append(gi / norm)
        dg.append(dgi / norm)
    g, dg = np.array(g), np.array(dg)
    p = r**(l + 1) * g
    dp = (l + 1) * r**l * g + r**(l + 1) * dg
    veff = potential(r, screen) + l * (l + 1) / (2 * r**2)
    ham = (dp * w / 2) @ dp.T + (p * w * veff) @ p.T
    energies, c = eigh(ham, (p * w) @ p.T)
    return energies, c.T @ g, c.T @ dg


def continuum(l, energy, screen):
    """Energy-normalized wave: g and g' on the grid."""
    far, start = 150.0, 1e-4

    def rhs(t, y):
        return [y[1], -2 * (l + 1) / t * y[1]
                - 2 * (energy - potential(t, screen)) * y[0]]
    slope = -2.0 / (l + 1)
    sol = solve_ivp(rhs, (start, far), [1 + slope * start, slope], method="DOP853",
                    t_eval=np.append(r, far), rtol=1e-10, atol=1e-20)
    assert sol.success
    g, dg = sol.y
    p = far**(l + 1) * g[-1]
    dp = (l + 1) * far**l * g[-1] + far**(l + 1) * dg[-1]
    k = np.sqrt(2 * energy)
    x = k * far
    j, y = spherical_jn(l, x), spherical_yn(l, x)
    dj, dy = spherical_jn(l, x, True), spherical_yn(l, x, True)
    match = np.array([[x * j, -x * y], [k * (j + x * dj), -k * (y + x * dy)]])
    amplitude = np.linalg.norm(np.linalg.solve(match, [p, dp]))
    scale = np.sqrt(2 / (np.pi * k)) / amplitude
    return g[:-1] * scale, dg[:-1] * scale


# ---------- angular grid and solid harmonics ----------
ct, wt = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(14) / 14
CT, PH = [a.ravel() for a in np.meshgrid(ct, phi, indexing="ij")]
wang = np.repeat(wt, 14) * 2 * np.pi / 14
unit = np.array([np.sqrt(1 - CT**2) * np.cos(PH), np.sqrt(1 - CT**2) * np.sin(PH), CT])


def solid_harmonic(l, m):
    """r^l Y_lm and its Cartesian gradient on the unit sphere."""
    x, y, z = unit
    u, v = -(x + 1j * y) / 2, (x - 1j * y) / 2
    value = np.zeros(len(x), complex)
    grad = np.zeros((3, len(x)), complex)
    for q in range(l + 1):
        p, s = q + m, l - 2 * q - m
        if p < 0 or s < 0:
            continue
        c = 1 / (factorial(p) * factorial(q) * factorial(s))
        value += c * u**p * v**q * z**s
        du = c * p * u**max(p - 1, 0) * v**q * z**s
        dv = c * q * u**p * v**max(q - 1, 0) * z**s
        grad[0] += -du / 2 + dv / 2
        grad[1] += -0.5j * du - 0.5j * dv
        grad[2] += c * s * u**p * v**q * z**max(s - 1, 0)
    norm = np.sqrt((2 * l + 1) / (4 * np.pi) * factorial(l + m) * factorial(l - m))
    return norm * value, norm * grad


LM = [(L, M) for L in range(4) for M in range(-L, L + 1)]
project = np.array([wang * solid_harmonic(L, M)[0].conj() for L, M in LM]).T


# ---------- angular momentum algebra by matrices ----------
def angular_momentum(j):
    m = j - np.arange(int(2 * j + 1))
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)])


SPIN = angular_momentum(0.5)


def kron_all(*mats):
    out = np.eye(1)
    for a in mats:
        out = np.kron(out, a)
    return out


def level(spin_ops, orbit_ops, S, J):
    """All states with given S, J and M=J."""
    tot = spin_ops + orbit_ops
    s2 = sum(a @ a for a in spin_ops)
    j2 = sum(a @ a for a in tot)
    e, v = np.linalg.eigh(s2 + 10 * j2 + 100 * tot[2])
    return v[:, abs(e - (S * (S + 1) + 10 * J * (J + 1) + 100 * J)) < 1e-6]


I2, I3 = np.eye(2), np.eye(3)
spin3 = np.array([kron_all(s, I2, I2, I3) + kron_all(I2, s, I2, I3)
                  + kron_all(I2, I2, s, I3) for s in SPIN])
orbit3 = np.array([kron_all(I2, I2, I2, a) for a in angular_momentum(1)])


def electron_level(l, J):
    s = np.array([np.kron(np.eye(2 * l + 1), a) for a in SPIN])
    o = np.array([np.kron(a, I2) for a in angular_momentum(l)])
    return level(s, o, 0.5, J)[:, 0]


PERMS = []
for perm in itertools.permutations(range(3)):
    PERMS.append((perm, round(np.linalg.det(np.eye(3)[list(perm)]))))


def radial_integrals(pf, p1s, p2s, p2p):
    D = np.sum(w * pf * p2p / r**3 * (running @ (p1s * p2s)))
    X = np.sum(w * pf * p2s / r**4 * (running @ (r * p1s * p2p)))
    return D, X


def closed_rate(D, X):
    return 0.9 * np.pi * ALPHA**4 * (D - 5 * X / 3)**2


def run_model(screen):
    es, gs, dgs = discrete_states(0, screen)
    ep, gp, dgp = discrete_states(1, screen)
    kp, dkp = continuum(1, ENERGY, screen)
    kf, dkf = continuum(3, ENERGY, screen)
    assert es[1] < 0 and ep[0] < 0
    p1s, p2s, p2p = r * gs[0], r * gs[1], r**2 * gp[0]
    pkp, pkf = r**2 * kp, r**4 * kf
    assert abs(np.sum(w * pkp * p2p)) < 1e-4

    # orbitals: 1s, 2s, 2p(3), continuum p(3), continuum f(7); m runs from l to -l
    shells = [(0, gs[0], dgs[0]), (0, gs[1], dgs[1]), (1, gp[0], dgp[0]),
              (1, kp, dkp), (3, kf, dkf)]
    val, grad = [], []
    for l, g, dg in shells:
        for m in range(l, -l - 1, -1):
            y, dy = solid_harmonic(l, m)
            val.append(np.outer(g * r**l, y))
            inner = g * r**(l - 1) if l else 0 * r
            grad.append(np.array([np.outer(dg * r**l, y * unit[a])
                                  + np.outer(inner, dy[a]) for a in range(3)]))

    # for each orbital pair: density (0), its gradient (1-3), curl density (4-6)
    F = np.zeros((7, 75, len(LM), NR), complex)
    for a in range(15):
        va, ga = val[a].conj(), grad[a].conj()
        for b in range(5):
            vb, gb = val[b], grad[b]
            fields = [va * vb] + [ga[c] * vb + va * gb[c] for c in range(3)]
            fields += [ga[1] * gb[2] - ga[2] * gb[1], ga[2] * gb[0] - ga[0] * gb[2],
                       ga[0] * gb[1] - ga[1] * gb[0]]
            for c, f in enumerate(fields):
                F[c, 5 * a + b] = (f @ project).T
    C = np.zeros((525, 525), complex)
    for i, (L, M) in enumerate(LM):
        kernel = (r**(-L - 1.0))[:, None] * running * r**(L + 2.0)
        kernel += (r**float(L))[:, None] * (w - running) * r**(1.0 - L)
        kernel = (w * r**2)[:, None] * kernel
        left = F[:, :, i].reshape(525, NR)
        right = F[:, :, LM.index((L, -M))].reshape(525, NR)
        C += 4 * np.pi / (2 * L + 1) * (-1)**M * (left @ kernel) @ right.T
    C = C.reshape(7, 75, 7, 75)
    nuclear = -Z * np.sqrt(4 * np.pi) * (F[4:, :, 0] @ (w * r))

    # magnetic two-electron integral against the screened-field form (1/r) dV/dr
    direct = (1j * C[6, 5 * 2 + 2, 0, 0]).real
    field = -np.sum(w * p2p**2 / r**3 * (running @ p1s**2))
    assert abs(direct / field - 1) < 1e-5

    def pair_element(p, q, s, t):
        """q->p for one electron, t->s for the other: Coulomb, spin-orbit, spin-spin."""
        d1, d2 = SPIN[:, p[1], q[1]], SPIN[:, s[1], t[1]]
        e1, e2 = float(p[1] == q[1]), float(s[1] == t[1])
        block = C[:, 5 * p[0] + q[0], :, 5 * s[0] + t[0]]
        tensor = block[1:4, 1:4] - np.trace(block[1:4, 1:4]) / 3 * I3
        so = (d1 * e2 + 2 * e1 * d2) @ block[4:, 0]
        so += (d2 * e1 + 2 * d1 * e2) @ block[0, 4:]
        return np.array([e1 * e2 * block[0, 0], 0.5j * ALPHA**2 * so,
                         ALPHA**2 * d1 @ tensor @ d2])

    def matrices(bras, kets):
        out = np.zeros((3, len(bras), len(kets)), complex)
        for ib, bra in enumerate(bras):
            for ik, ket in enumerate(kets):
                for perm, sign in PERMS:
                    a = [bra[i] for i in perm]
                    for i, j, k in ((0, 1, 2), (0, 2, 1), (1, 2, 0)):
                        if a[k] == ket[k]:
                            out[:, ib, ik] += sign * pair_element(a[i], ket[i], a[j], ket[j])
                    for i, j, k in ((0, 1, 2), (1, 0, 2), (2, 0, 1)):
                        if a[j] == ket[j] and a[k] == ket[k]:
                            vec = nuclear[:, 5 * a[i][0] + ket[i][0]]
                            spin = SPIN[:, a[i][1], ket[i][1]]
                            out[1, ib, ik] += sign * 0.5j * ALPHA**2 * vec @ spin
        return out

    kets = [((0, a), (1, b), (2 + m, c)) for a in (0, 1) for b in (0, 1)
            for c in (0, 1) for m in range(3)]
    H = matrices(kets, kets)
    assert all(np.allclose(h, h.conj().T, atol=1e-9 * abs(h).max()) for h in H)
    to_p = matrices([((0, 0), (0, 1), (5 + m, s)) for m in range(3) for s in (0, 1)], kets)
    to_f = matrices([((0, 0), (0, 1), (8 + m, s)) for m in range(7) for s in (0, 1)], kets)

    res = {"eps": (es[0], es[1], ep[0]), "amp": {}}
    for J in (0.5, 1.5):
        quartet = level(spin3, orbit3, 1.5, J)[:, 0]
        doublets = level(spin3, orbit3, 0.5, J)
        assert doublets.shape[1] == 2
        e4 = (quartet.conj() @ H[0] @ quartet).real
        e2, c = np.linalg.eigh(doublets.conj().T @ H[0] @ doublets)
        doublets = doublets @ c
        assert e4 < e2[0]
        final = electron_level(1, J).conj()
        coulomb = final @ to_p[0] @ doublets
        parts = {}
        for name, op in (("so", 1), ("ss", 2)):
            mixing = doublets.conj().T @ H[op] @ quartet / (e4 - e2)
            parts[name] = (final @ to_p[op] @ quartet, coulomb @ mixing)
            res["mix", J, name] = mixing
        res["amp"][J] = parts
        res["split"] = (e2 - e4) * HARTREE_EV
        res["width2P"] = 2 * np.pi * abs(coulomb)**2 * HARTREE_EV

    stretched = level(spin3, orbit3, 1.5, 2.5)[:, 0]
    assert level(spin3, orbit3, 0.5, 2.5).shape[1] == 0
    amp_f = electron_level(3, 2.5).conj() @ (to_f @ stretched).T
    assert abs(amp_f[0]) + abs(amp_f[1]) < 1e-7 * abs(amp_f[2])
    res["f"] = amp_f
    D, X = radial_integrals(pkf, p1s, p2s, p2p)
    res["DX"] = D, X
    res["closed"] = closed_rate(D, X)
    numeric = 2 * np.pi * abs(amp_f[2])**2
    assert abs(numeric / res["closed"] - 1) < 1e-5

    # J dependence of each tensor rank against 6j symbols
    for name, rank in (("so", 1), ("ss", 2)):
        a = [abs(sum(res["amp"][J][name])) for J in (0.5, 1.5)]
        s = [abs(float(wigner_6j(1, 1.5, J, 0.5, 1, rank))) for J in (0.5, 1.5)]
        assert abs(a[0] * s[1] - a[1] * s[0]) < 1e-6 * (a[0] * s[1] + a[1] * s[0])
        res["ratio", name] = (a[0] / a[1])**2

    # continuum normalization against a discretized f spectrum (finite basis: 5 %)
    ef, gf, _ = discrete_states(3, screen)
    keep = ef > 0
    ef, gf = ef[keep], gf[keep]
    n = int(np.argmin(abs(ef - ENERGY)))
    spacing = ef[n] * CubicSpline(np.arange(len(ef)), np.log(ef))(n, 1)
    discrete = closed_rate(*radial_integrals(r**4 * gf[n], p1s, p2s, p2p)) / spacing
    wave = r**4 * continuum(3, ef[n], screen)[0]
    smooth = closed_rate(*radial_integrals(wave, p1s, p2s, p2p))
    assert abs(discrete / smooth - 1) < 0.05
    res["norm_check"] = discrete / smooth

    inside = r < 2
    res["inner"] = [np.sum((w * p**2)[inside]) for p in (pkp, pkf)]
    assert res["inner"][0] > 5 * res["inner"][1]
    res["swap"] = closed_rate(*radial_integrals(pkp, p1s, p2s, p2p)) / res["closed"]
    res["rate"] = {J: 2 * np.pi * abs(sum(res["amp"][J]["so"])
                                      + sum(res["amp"][J]["ss"]))**2 for J in (0.5, 1.5)}
    res["rate"][2.5] = numeric
    assert min(res["rate"][0.5], res["rate"][1.5]) > res["rate"][2.5]
    return res


main = run_model(0.10)
other = run_model(0.15)


def per_second(amplitude):
    return 2 * np.pi * abs(amplitude)**2 / TIME_AU


print(f"nuclear charge Z = {Z:.0f}; ejected-electron energy = {ENERGY:.2f} hartree")
print("long-range screening, main model = 0.10 per bohr")
print("orbital energies 1s, 2s, 2p (hartree): " + ", ".join(f"{e:.5f}" for e in main["eps"]))
print("2P levels above 4P (eV): " + ", ".join(f"{e:.4f}" for e in main["split"]))
print("Coulomb widths of these 2P levels (eV): "
      + ", ".join(f"{e:.5f}" for e in main["width2P"]))
for J in (0.5, 1.5):
    amp = main["amp"][J]
    label = f"J={int(2 * J)}/2"
    mix = abs(main["mix", J, "so"] + main["mix", J, "ss"])
    print(f"{label} admixtures of the two 2P (absolute): {mix[0]:.3e}, {mix[1]:.3e}")
    print(f"{label} rate, spin-orbit terms alone: {per_second(sum(amp['so'])):.4e} 1/s")
    print(f"{label} rate, spin-spin term alone: {per_second(sum(amp['ss'])):.4e} 1/s")
    print(f"{label} rate, direct route alone: {per_second(amp['so'][0] + amp['ss'][0]):.4e} 1/s")
    print(f"{label} rate, direct spin-spin alone: {per_second(amp['ss'][0]):.4e} 1/s")
    print(f"{label} rate, 2P admixture alone: {per_second(amp['so'][1] + amp['ss'][1]):.4e} 1/s")
print(f"rate ratio J=1/2 to 3/2, spin-orbit alone: {main['ratio', 'so']:.5f}")
print(f"rate ratio J=1/2 to 3/2, spin-spin alone: {main['ratio', 'ss']:.5f}")
print(f"J=5/2 integral D = {main['DX'][0]:.6e} atomic units")
print(f"J=5/2 integral X = {main['DX'][1]:.6e} atomic units")
print(f"J=5/2 D - 5X/3 = {main['DX'][0] - 5 * main['DX'][1] / 3:.6e} atomic units")
print(f"J=5/2 |spin-spin amplitude| = {abs(main['f'][2]):.4e} hartree^(1/2)")
print(f"J=5/2 |spin-orbit amplitude| / |spin-spin| = {abs(main['f'][1] / main['f'][2]):.1e}")
print(f"J=5/2 rate, closed formula: {main['closed'] / TIME_AU:.4e} 1/s")
print(f"J=5/2 rate, determinants: {main['rate'][2.5] / TIME_AU:.4e} 1/s")
print(f"discretized / continuum f-wave rate: {main['norm_check']:.4f}")
print(f"p-wave probability inside 2 bohr: {main['inner'][0]:.4e} per hartree")
print(f"f-wave probability inside 2 bohr: {main['inner'][1]:.4e} per hartree")
print(f"J=5/2 rate factor if the p wave replaced the f wave: {main['swap']:.3f}")
for text, result in (("screening 0.10", main), ("screening 0.15", other)):
    for J in (0.5, 1.5, 2.5):
        tau = TIME_AU / result["rate"][J] * 1e6
        print(f"{text}: lifetime J={int(2 * J)}/2 = {tau:.4g} microseconds")
    for J in (0.5, 1.5):
        print(f"{text}: lifetime ratio 5/2 to {int(2 * J)}/2 = "
              f"{result['rate'][J] / result['rate'][2.5]:.2f}")
print("no test failed")
```

It prints:

```
nuclear charge Z = 2; ejected-electron energy = 0.70 hartree
long-range screening, main model = 0.10 per bohr
orbital energies 1s, 2s, 2p (hartree): -0.83897, -0.07942, -0.04941
2P levels above 4P (eV): 1.0343, 2.4506
Coulomb widths of these 2P levels (eV): 0.00262, 0.01249
J=1/2 admixtures of the two 2P (absolute): 3.911e-05, 1.113e-05
J=1/2 rate, spin-orbit terms alone: 1.6729e+05 1/s
J=1/2 rate, spin-spin term alone: 1.0253e+05 1/s
J=1/2 rate, direct route alone: 3.6325e+05 1/s
J=1/2 rate, direct spin-spin alone: 6.5925e+04 1/s
J=1/2 rate, 2P admixture alone: 1.6003e+04 1/s
J=3/2 admixtures of the two 2P (absolute): 5.222e-05, 5.634e-06
J=3/2 rate, spin-orbit terms alone: 4.1822e+05 1/s
J=3/2 rate, spin-spin term alone: 1.0253e+04 1/s
J=3/2 rate, direct route alone: 2.1696e+05 1/s
J=3/2 rate, direct spin-spin alone: 6.5925e+03 1/s
J=3/2 rate, 2P admixture alone: 6.3441e+03 1/s
rate ratio J=1/2 to 3/2, spin-orbit alone: 0.40000
rate ratio J=1/2 to 3/2, spin-spin alone: 10.00000
J=5/2 integral D = -2.098362e-03 atomic units
J=5/2 integral X = 2.537380e-03 atomic units
J=5/2 D - 5X/3 = -6.327328e-03 atomic units
J=5/2 |spin-spin amplitude| = 2.2603e-07 hartree^(1/2)
J=5/2 |spin-orbit amplitude| / |spin-spin| = 1.1e-16
J=5/2 rate, closed formula: 1.3270e+04 1/s
J=5/2 rate, determinants: 1.3270e+04 1/s
discretized / continuum f-wave rate: 0.9996
p-wave probability inside 2 bohr: 5.0584e-01 per hartree
f-wave probability inside 2 bohr: 2.2991e-02 per hartree
J=5/2 rate factor if the p wave replaced the f wave: 1.817
screening 0.10: lifetime J=1/2 = 1.881 microseconds
screening 0.10: lifetime J=3/2 = 3.361 microseconds
screening 0.10: lifetime J=5/2 = 75.36 microseconds
screening 0.10: lifetime ratio 5/2 to 1/2 = 40.07
screening 0.10: lifetime ratio 5/2 to 3/2 = 22.42
screening 0.15: lifetime J=1/2 = 2.899 microseconds
screening 0.15: lifetime J=3/2 = 5.115 microseconds
screening 0.15: lifetime J=5/2 = 114.4 microseconds
screening 0.15: lifetime ratio 5/2 to 1/2 = 39.44
screening 0.15: lifetime ratio 5/2 to 3/2 = 22.36
no test failed
```
